# One Debye relaxation from the Maxwell Garnett formula with conducting phases

Spheres of one material (label $i$) are dispersed in a matrix (label $m$) and occupy the volume fraction $\phi$, with $0<\phi<1$. Each phase $k$ has a real permittivity $\varepsilon_k>0$ and a real conductivity $\sigma_k\ge 0$, both independent of frequency. These are absolute permittivities, in F/m. At least one conductivity is nonzero. Fields vary as $e^{+i\omega t}$, and $s=i\omega$. The wavelength and the skin depth are large compared with the spheres, so the electric field is the gradient of a potential. The interfaces have no conduction of their own, and diffusion of carriers is neglected.

The problem is to find how the permittivity of the mixture depends on frequency, and why.

## (a) Which quantity replaces the permittivity in an electrostatic formula?

**Question.** Derive the condition on the normal field at an interface that can store free charge, and the equation for the potential inside each phase.

**Solution.** Let the normal point from the sphere into the matrix, and let $q$ be the free surface charge density. Gauss's law and charge conservation give

$$D_m-D_i=q,\qquad J_m-J_i=-\frac{dq}{dt}=-sq ,$$

where $D$ and $J$ are normal components. Multiply the first equation by $s$ and add the second; the charge cancels:

$$sD_m+J_m=sD_i+J_i .$$

With $D_k=\varepsilon_kE_k$ and $J_k=\sigma_kE_k$, division by $s$ shows that $\varepsilon_k^*E_k$ is continuous, where

$$\varepsilon_k^*=\varepsilon_k+\frac{\sigma_k}{s}=\varepsilon_k-\frac{i\sigma_k}{\omega}.$$

Inside a phase, the same combination of Gauss's law and charge conservation gives $\nabla\cdot(\varepsilon_k^*\mathbf E)=0$. Since $\varepsilon_k^*$ is uniform there and nonzero, the potential obeys Laplace's equation. The problem is therefore the electrostatic one with $\varepsilon_k$ replaced by $\varepsilon_k^*$. Writing $\varepsilon^*=\varepsilon'-i\varepsilon''$, conduction contributes a positive loss $\varepsilon''=\sigma/\omega$.

It is $\varepsilon_k$ and $\sigma_k$ that are constant, not $\varepsilon_k^*$. If the complex permittivities themselves were constant, any formula built from them alone would give a constant, and there would be no relaxation.

## (b) The mixture formula

**Question.** A sphere of radius $a$ is coated with matrix material out to radius $b$, with $\phi=(a/b)^3$. Find the permittivity $\varepsilon^*$ of a uniform medium in which this coated sphere can be embedded without disturbing a uniform field $E_0$ outside it.

**Solution.** The potential is $-E_0r\cos\theta$ outside, $-E_ir\cos\theta$ in the core, and in the shell

$$\Phi=-\left(Ar+\frac{pa^3}{r^2}\right)\cos\theta,\qquad E_r=-\frac{\partial\Phi}{\partial r}=\left(A-\frac{2pa^3}{r^3}\right)\cos\theta .$$

Here $A$ and $p$ both have the unit of a field. At $r=a$, continuity of $\Phi$ and of $\varepsilon^*_kE_r$ requires

$$E_i=A+p,\qquad \varepsilon_i^*(A+p)=\varepsilon_m^*(A-2p).$$

Collecting $p$ in the second equation gives $p(\varepsilon_i^*+2\varepsilon_m^*)=-(\varepsilon_i^*-\varepsilon_m^*)A$, so

$$p=-\beta A,\qquad \beta=\frac{\varepsilon_i^*-\varepsilon_m^*}{\varepsilon_i^*+2\varepsilon_m^*}.$$

At $r=b$ the factor $a^3/b^3$ equals $\phi$, and the same two conditions read

$$E_0=A+\phi p,\qquad \varepsilon^*E_0=\varepsilon_m^*(A-2\phi p).$$

Dividing the second by the first and inserting $p=-\beta A$ gives the Maxwell Garnett formula:

$$\varepsilon^*=\varepsilon_m^*\,\frac{1+2\phi\beta}{1-\phi\beta}.$$

Since the outside field is undisturbed, the medium can be replaced by more coated spheres, of any size but with the same $\phi$, until they fill space. For that assemblage the formula holds exactly within the stated assumptions. For other dispersions it is an approximation that treats each sphere as a dipole in an average field. The radii enter through $a^3/b^3$ alone, so a spread of sphere sizes does not spread the response of the assemblage.

## (c) How many relaxation times are there?

**Question.** Find the poles of $\varepsilon^*$ as a function of $s$.

**Solution.** Multiply numerator and denominator by $\varepsilon_i^*+2\varepsilon_m^*$. Then $\varepsilon^*=\varepsilon_m^*N^*/D^*$, with

$$N^*=(\varepsilon_i^*+2\varepsilon_m^*)+2\phi(\varepsilon_i^*-\varepsilon_m^*)=(1+2\phi)\varepsilon_i^*+2(1-\phi)\varepsilon_m^*,$$

$$D^*=(\varepsilon_i^*+2\varepsilon_m^*)-\phi(\varepsilon_i^*-\varepsilon_m^*)=(1-\phi)\varepsilon_i^*+(2+\phi)\varepsilon_m^*.$$

Both are linear in the permittivities, so $D^*=D_\varepsilon+D_\sigma/s$ and $N^*=N_\varepsilon+N_\sigma/s$, where

$$D_\varepsilon=(1-\phi)\varepsilon_i+(2+\phi)\varepsilon_m,\qquad D_\sigma=(1-\phi)\sigma_i+(2+\phi)\sigma_m,$$

and $N_\varepsilon$, $N_\sigma$ are formed likewise from $N^*$.

The frequency dependence becomes simpler if $N^*$ is divided by $D^*$. The multiple $(1+2\phi)/(1-\phi)$ of $D^*$ removes $\varepsilon_i^*$ and leaves

$$N^*-\frac{1+2\phi}{1-\phi}D^*=\frac{2(1-\phi)^2-(1+2\phi)(2+\phi)}{1-\phi}\,\varepsilon_m^* .$$

The numerator on the right is $(2-4\phi+2\phi^2)-(2+5\phi+2\phi^2)=-9\phi$. Hence

$$\varepsilon^*=\frac{1+2\phi}{1-\phi}\,\varepsilon_m^*-\frac{9\phi}{1-\phi}\,F,\qquad F=\frac{(\varepsilon_m^*)^2}{D^*}=\frac{(s\varepsilon_m+\sigma_m)^2}{s\,(sD_\varepsilon+D_\sigma)} .$$

The last form follows on multiplying numerator and denominator by $s^2$. The first term of $\varepsilon^*$ contains a constant and a $1/s$ term. The function $F$ can have a pole at $s=0$, which is steady conduction, and one other:

$$s=-\frac1\tau,\qquad \tau=\frac{D_\varepsilon}{D_\sigma}=\frac{(1-\phi)\varepsilon_i+(2+\phi)\varepsilon_m}{(1-\phi)\sigma_i+(2+\phi)\sigma_m}.$$

It is simple, real and negative, because $D_\varepsilon$ and $D_\sigma$ are positive. There is thus at most one relaxation, and its time is $\tau$.

## (d) The strength of the relaxation

**Question.** Write $\varepsilon^*$ in partial fractions, determine each constant, and say when the relaxation disappears.

**Solution.** Numerator and denominator of $F$ have the same degree in $s$, so

$$F=\text{constant}+\frac{\text{constant}}{s}+\frac{R}{s+1/\tau}.$$

To find $R$, write $sD_\varepsilon+D_\sigma=D_\varepsilon(s+1/\tau)$ and evaluate the remaining factors at $s=-D_\sigma/D_\varepsilon$:

$$R=\frac{(\sigma_m-\varepsilon_mD_\sigma/D_\varepsilon)^2}{D_\varepsilon(-D_\sigma/D_\varepsilon)}=-\frac{(\sigma_mD_\varepsilon-\varepsilon_mD_\sigma)^2}{D_\varepsilon^2D_\sigma}.$$

In the bracket the terms with $(2+\phi)\varepsilon_m\sigma_m$ cancel:

$$\sigma_mD_\varepsilon-\varepsilon_mD_\sigma=(1-\phi)(\varepsilon_i\sigma_m-\varepsilon_m\sigma_i).$$

Since $R/(s+1/\tau)=R\tau/(1+s\tau)$, the Debye strength is $\Delta\varepsilon=-\dfrac{9\phi}{1-\phi}R\tau$. The two minus signs cancel, and with $\tau=D_\varepsilon/D_\sigma$

$$\Delta\varepsilon=\frac{9\phi(1-\phi)(\varepsilon_m\sigma_i-\varepsilon_i\sigma_m)^2}{D_\varepsilon D_\sigma^2}\ \ge 0 .$$

The other constants come from limits of $\varepsilon_m^*N^*/D^*$. As $s\to\infty$ it tends to $\varepsilon_\infty$; as $s\to0$, $s\varepsilon^*$ tends to $\sigma_{dc}$:

$$\varepsilon_\infty=\frac{\varepsilon_mN_\varepsilon}{D_\varepsilon},\qquad \sigma_{dc}=\frac{\sigma_mN_\sigma}{D_\sigma}.$$

Therefore

$$\boxed{\ \varepsilon^*(\omega)=\varepsilon_\infty+\frac{\Delta\varepsilon}{1+i\omega\tau}+\frac{\sigma_{dc}}{i\omega}\ }$$

This is one Debye relaxation plus dc conduction. Four cases show its content.

- **Matched phases.** If $\varepsilon_i/\sigma_i=\varepsilon_m/\sigma_m$, then $\Delta\varepsilon=0$. The mixture has conduction loss but no relaxation.
- **Insulating matrix,** $\sigma_m=0$. Then $\sigma_{dc}=0$ and $\Delta\varepsilon=9\phi\varepsilon_m^2/[(1-\phi)D_\varepsilon]$, independent of $\sigma_i$. The conductivity of the spheres sets the time and not the strength.
- **Insulating spheres,** $\sigma_i=0$. The relaxation survives, with $\Delta\varepsilon=9\phi(1-\phi)\varepsilon_i^2/[(2+\phi)^2D_\varepsilon]$, beside a dc conductivity $2(1-\phi)\sigma_m/(2+\phi)$.
- **No conduction.** If both conductivities vanish, $D^*$ is constant and there is no relaxation. This is why the case was excluded.

## (e) What relaxes?

**Question.** A field $E_0$ is switched on at $t=0$ across a coated sphere without free charge. Find the later charge on the inner interface, and use it to explain the single time.

**Solution.** No free charge appears inside a phase. There $\nabla\cdot(\varepsilon_k\mathbf E)=\rho$ and $\partial\rho/\partial t=-\nabla\cdot(\sigma_k\mathbf E)=-(\sigma_k/\varepsilon_k)\rho$, so $\rho$ stays zero if it starts at zero. Charge collects at the interface, with density $q(t)\cos\theta$.

The shell potential of part (b) still applies at each instant. From $A=E_0-\phi p$, the normal field amplitudes at $r=a$ are

$$A+p=E_0+(1-\phi)p\ \text{ (core)},\qquad A-2p=E_0-(2+\phi)p\ \text{ (shell)}.$$

Gauss's law, $q=\varepsilon_m(A-2p)-\varepsilon_i(A+p)$, and charge conservation, $\dot q=\sigma_i(A+p)-\sigma_m(A-2p)$, become

$$q=-(\varepsilon_i-\varepsilon_m)E_0-D_\varepsilon p,\qquad \frac{dq}{dt}=(\sigma_i-\sigma_m)E_0+D_\sigma p .$$

Solving the first for $p$ and inserting it in the second gives

$$\frac{dq}{dt}=\frac{(\sigma_i-\sigma_m)D_\varepsilon-(\varepsilon_i-\varepsilon_m)D_\sigma}{D_\varepsilon}E_0-\frac{D_\sigma}{D_\varepsilon}q .$$

In the numerator the products $\varepsilon_i\sigma_i$ and $\varepsilon_m\sigma_m$ cancel. The coefficient of $\varepsilon_m\sigma_i$ is $(2+\phi)+(1-\phi)=3$, and that of $\varepsilon_i\sigma_m$ is $-3$. So

$$\frac{dq}{dt}=-\frac{q-q_\infty}{\tau},\qquad q_\infty=\frac{3(\varepsilon_m\sigma_i-\varepsilon_i\sigma_m)}{D_\sigma}E_0,\qquad q=q_\infty\left(1-e^{-t/\tau}\right).$$

The state of the cell is one number, the amplitude of a $\cos\theta$ charge pattern, and it obeys one first-order equation. That is the physical origin of the single Debye term. The mismatch that fixes $q_\infty$ appears squared in $\Delta\varepsilon$, so the strength is positive whichever sign the charge has.

If both phases conduct, let $\tau_k=\varepsilon_k/\sigma_k$ be their own charge relaxation times. Then

$$\tau=\frac{(1-\phi)\sigma_i\tau_i+(2+\phi)\sigma_m\tau_m}{(1-\phi)\sigma_i+(2+\phi)\sigma_m}$$

is a weighted mean and lies between them. In the dilute limit $\tau\to(\varepsilon_i+2\varepsilon_m)/(\sigma_i+2\sigma_m)$. Differentiating $D_\varepsilon/D_\sigma$ at fixed material constants produces the numerator just simplified:

$$\frac{d\tau}{d\phi}=\frac{(\varepsilon_m-\varepsilon_i)D_\sigma-(\sigma_m-\sigma_i)D_\varepsilon}{D_\sigma^2}=\frac{3(\varepsilon_m\sigma_i-\varepsilon_i\sigma_m)}{D_\sigma^2}.$$

Adding spheres slows the relaxation if $\varepsilon_m\sigma_i>\varepsilon_i\sigma_m$, and speeds it up if the inequality is reversed.

## (f) The loss peak

**Question.** After the conduction loss is subtracted, where is the loss peak, how high is it, and how wide?

**Solution.** With $x=\omega\tau$, the imaginary part of the Debye term gives

$$\varepsilon''_{\rm D}=\Delta\varepsilon\,\frac{x}{1+x^2},\qquad \frac{d}{dx}\frac{x}{1+x^2}=\frac{1-x^2}{(1+x^2)^2}.$$

The maximum is at $\omega\tau=1$, with height $\Delta\varepsilon/2$. Half of this height means $x/(1+x^2)=1/4$, or $x^2-4x+1=0$, with roots $x=2\pm\sqrt3$. Their product is 1, so their ratio is $(2+\sqrt3)^2$ and the full width is $2\log_{10}(2+\sqrt3)=1.144$ decades. This width contains no material constant. A broader peak, once conduction is removed, lies outside the model.

## (g) A numerical case

**Question.** Take relative permittivities 10 (spheres) and 3 (matrix), conductivities $10^{-4}$ and $10^{-7}$ S/m, and $\phi=0.2$. Evaluate the response and interpret it.

**Solution.** The combinations are

$$D_\varepsilon/\varepsilon_0=0.8(10)+2.2(3)=14.6,\qquad N_\varepsilon/\varepsilon_0=1.4(10)+1.6(3)=18.8,$$

$$D_\sigma=0.8(10^{-4})+2.2(10^{-7})=8.022\times10^{-5}\ \text{S/m},$$

and similarly $N_\sigma=1.4016\times10^{-4}$ S/m. Hence

$$\tau=\frac{(8.854\times10^{-12})(14.6)}{8.022\times10^{-5}}\ \text{s}=1.61\ \mu\text{s},\qquad \frac{1}{2\pi\tau}=98.8\ \text{kHz},$$

$$\frac{\varepsilon_\infty}{\varepsilon_0}=\frac{3(18.8)}{14.6}=3.86,\qquad \frac{\Delta\varepsilon}{\varepsilon_0}=\frac{9(0.2)(0.8)(2.99\times10^{-4})^2}{14.6\,(8.022\times10^{-5})^2}=1.37,$$

$$\sigma_{dc}=10^{-7}\,\frac{1.4016\times10^{-4}}{8.022\times10^{-5}}\ \text{S/m}=1.75\times10^{-7}\ \text{S/m}.$$

The mismatch $2.99\times10^{-4}$ S/m is $3(10^{-4})-10(10^{-7})$ S/m. In a field of 1000 V/m the final charge density at the pole of a sphere is $q_\infty=9.90\times10^{-8}$ C/m². It is positive where the field leaves the sphere, because the core has the larger ratio $\sigma/\varepsilon$. At first the normal displacement is continuous, so the current on each side is proportional to this ratio, and the core delivers charge faster than the matrix removes it.

The time lies between the bulk times, 0.885 µs for the spheres and 266 µs for the matrix. It is 1.8 times the former: the spheres supply nearly all of $D_\sigma$, but the matrix contributes 6.6 of the 14.6 in $D_\varepsilon/\varepsilon_0$, which lengthens the time. The spectrum, in relative units, is:

| $f$ (Hz) | $\varepsilon'$ | total $\varepsilon''$ | Debye $\varepsilon''$ |
|---|---|---|---|
| $10^3$ | 5.233 | 3.154 | 0.014 |
| $10^4$ | 5.219 | 0.451 | 0.137 |
| $10^5$ | 4.540 | 0.716 | 0.685 |
| $10^6$ | 3.876 | 0.137 | 0.134 |
| $10^7$ | 3.863 | 0.014 | 0.014 |

The real part falls from $\varepsilon_\infty+\Delta\varepsilon$, which is 5.23, to 3.86. At 1 kHz almost all the loss is conduction. At the Debye peak, conduction adds 0.032 to a relaxation loss of 0.685.

With the material constants held fixed, raising $\phi$ from 0.05 to 0.30 lengthens $\tau$ from 1.46 to 1.75 µs, as the sign of $d\tau/d\phi$ requires, and raises the relative strength from 0.27 to 2.46.

Two tests start from the coated sphere instead of the Debye form. A finite-element solution for the radial potential was compared with the boxed result at the five frequencies of the table. This was done for the present phases and for insulating spheres in a matrix of $10^{-4}$ S/m, with the permittivities and $\phi$ unchanged. The largest relative difference was $2.2\times10^{-8}$. Time integration of the interface charge over $20\tau$ reproduced the step response $\varepsilon_\infty+\Delta\varepsilon(1-e^{-t/\tau})+\sigma_{dc}t$ to $3.7\times10^{-10}$ in relative permittivity. The numerical output gives further digits.

## (h) When does one relaxation become several?

**Question.** Let the spheres be of two materials, with fractions $\phi_1$ and $\phi_2$. Count the relaxations, and judge what this means for real mixtures.

**Solution.** In the Maxwell Garnett approximation the dipoles add, so $\phi\beta$ is replaced by $\phi_1\beta_1+\phi_2\beta_2$. Clearing fractions now takes two factors, $\varepsilon_1^*+2\varepsilon_m^*$ and $\varepsilon_2^*+2\varepsilon_m^*$. The denominator becomes quadratic in the complex permittivities, and after multiplication by $s^2$ it is quadratic in $s$. There can be two relaxation poles, because the state now consists of two interface charges. The average field couples them, so each relaxation generally involves both.

For the example, give half of the spheres a conductivity of $10^{-5}$ S/m and leave everything else unchanged. The two times are then 1.51 and 14.8 µs, with relative strengths 0.63 and 0.67. The coupling is weak in this case: in the fast mode the charge on the poorer conductors is 0.7% of that on the better ones, and in the slow mode the charge on the better conductors is 7% of that on the poorer ones. The counting can also change if a phase has a dispersion of its own, since $sD^*$ is then no longer linear in $s$.

Emulsions and polymers filled with weakly conducting particles are real systems of this type. Good conductors are not covered near their relaxation: with the permittivities of the example, a filler of $10^4$ S/m gives $\tau\approx1.6\times10^{-14}$ s, comparable to carrier scattering times, and a metal gives a far shorter time. The conductivity is then not constant at $\omega\sim1/\tau$, and with a Drude conductivity the real pole can turn into a complex pair, a damped resonance. A relative permittivity near 3 is ordinary for an oil or a polymer, but $10^{-7}$ S/m is far more conductive than a good insulating polymer. Setting $\sigma_m=0$ here would change $D_\sigma$ from $8.022\times10^{-5}$ to $8.000\times10^{-5}$ S/m and lengthen $\tau$ by 0.3%, while removing the dc loss. The conductivity of a filler may vary from particle to particle. The two-material case shows the size of the effect: a tenfold lower conductivity in half of the spheres adds a relaxation about nine times slower than the original one. Particles that are not spherical, or that touch, also violate the assumptions. So do particles that are not much larger than the screening length of the carriers, since diffusion then matters. For carriers confined to the spheres and $\sigma_m=0$, diffusion lowers the relative strength of the example from 1.39 to 1.13 when the radius is ten screening lengths, and to 1.36 when it is a hundred. The arrangement matters even for spheres of one material that do not touch. At $\phi=0.2$ a simple cubic array, with the leading octupole correction, has a strength of 1.39 instead of 1.37, while the differential (Hanai) mixing rule gives 1.93, a peak at $1/\omega=2.2$ µs and a width of 1.20 decades. The numbers of part (g) therefore belong to the coated-sphere assemblage. Shape and contact are not estimated here.

## Numbers as computed

```
vacuum permittivity = 8.854188e-12 F/m
relative permittivity: spheres 10.0, matrix 3.0
conductivity: spheres 1.0e-04, matrix 1.0e-07 S/m
volume fraction = 0.20
D_eps/eps0 = 14.6000, N_eps/eps0 = 18.8000
D_sigma = 8.02200e-05 S/m
N_sigma = 1.40160e-04 S/m
relaxation time tau = 1.6115 microseconds
loss-peak frequency 1/(2 pi tau) = 98.765 kHz
high-frequency relative permittivity = 3.86301
relative Debye strength = 1.37021
low-frequency relative permittivity = 5.23322
dc conductivity = 1.74720e-07 S/m
Debye loss at peak (relative) = 0.68510
conduction loss at peak (relative) = 0.03180
full half-height width = 1.14390 decades
bulk time eps/sigma, spheres = 0.8854 microseconds
bulk time eps/sigma, matrix = 265.626 microseconds
dilute-limit tau = 1.4138 microseconds
applied step field = 1000.0 V/m
final polar surface charge = 9.9005e-08 C/m^2
spectrum: f (Hz), eps', total eps'', Debye eps'' (relative)
  1e+03  5.23308  3.15447  0.01387
  1e+04  5.21932  0.45139  0.13733
  1e+05  4.53960  0.71646  0.68505
  1e+06  3.87625  0.13716  0.13402
  1e+07  3.86315  0.01385  0.01353
fraction, tau (microseconds), relative Debye strength
  0.05  1.4555  0.26943
  0.10  1.5017  0.58160
  0.20  1.6115  1.37021
  0.30  1.7524  2.46459
two sphere materials, fraction 0.10 each,
  conductivities 1.0e-04 and 1.0e-05 S/m:
  tau = 1.5055 and 14.8175 microseconds
largest relative error, field solution = 2.2e-08
largest error, step response (relative permittivity) = 3.7e-10
```
